# Obtaining the X2C Coupling Matrix from Negative-Energy Eigenvectors

**Q.** The exact two-component (X2C) method wants an equation for electrons alone. Why should the negative-energy solutions of the Dirac equation tell me anything about it? And which matrix equation are we discussing?

**A.** Take the equation first. For one electron in a potential $V$, with the energy $E$ measured from $mc^2$, the large and small components obey

$$V\varphi_L+c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi_S=E\varphi_L,\qquad c\,\boldsymbol\sigma\!\cdot\!\mathbf p\,\varphi_L+(V-2mc^2)\varphi_S=E\varphi_S .$$

Write the small component as $\varphi_S=\boldsymbol\sigma\!\cdot\!\mathbf p\,\phi/(2mc)$, and expand both $\varphi_L$ and $\phi$ in the same $n$ linearly independent functions $\chi_\mu$, with coefficient vectors $A$ and $B$. This is restricted kinetic balance.

Project the first equation on $\chi_\mu$. Since $(\boldsymbol\sigma\!\cdot\!\mathbf p)^2=p^2$, the coupling term is $c\,p^2/(2mc)=p^2/2m$, the kinetic energy. Project the second on $\boldsymbol\sigma\!\cdot\!\mathbf p\,\chi_\mu/(2mc)$. Its first term again gives $p^2/2m$, its rest-energy term gives $-2mc^2\,p^2/(4m^2c^2)=-p^2/2m$, and its right side contains $p^2/(4m^2c^2)$. Hence

$$\begin{pmatrix}V&T\\T&w-T\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix}=E\begin{pmatrix}S&0\\0&t\end{pmatrix}\begin{pmatrix}A\\B\end{pmatrix},\qquad t=\frac{T}{2mc^2},\quad w=\frac{W}{4m^2c^2}.\tag{1}$$

From here on $S$, $T$ and $V$ are the matrices of overlap, kinetic energy and potential, and $W$ is the matrix of $(\boldsymbol\sigma\!\cdot\!\mathbf p)V(\boldsymbol\sigma\!\cdot\!\mathbf p)$. Call the left matrix $H$ and the metric $M$.

**Q.** Is $M$ a legitimate metric? It contains a kinetic energy.

**A.** It is positive definite. $S$ is, because the functions are independent. For a combination $f$ of them, the kinetic energy is $\langle\boldsymbol\sigma\!\cdot\!\mathbf p f|\boldsymbol\sigma\!\cdot\!\mathbf p f\rangle/2m\ge0$. It vanishes only if $\mathbf p f=0$, and a constant function is not normalizable unless it is zero. So $T$ and $t$ are positive definite too.

Equation (1) is therefore equivalent to an ordinary Hermitian problem for $M^{-1/2}HM^{-1/2}$. It has $2n$ real energies $E_1\le\dots\le E_{2n}$ and a complete set of eigenvectors that can be chosen $M$-orthonormal. I put the $n$ lower vectors in the columns of $A_-,B_-$ and the $n$ upper ones in $A_+,B_+$. All four blocks are $n\times n$.

**Q.** What are the couplings, then?

**A.** They express one component through the other within each set:

$$B_+=XA_+,\qquad A_-=\tilde XB_- .\tag{2}$$

For the upper states, $X$ generates the small-component coefficients from the large-component ones. For the lower states, $\tilde X$ does the reverse.

**Q.** You have assumed that $A_+$ and $B_-$ can be inverted. A small component is not zero for an electron, so why could some combination of upper states not have a vanishing large component?

**A.** In general it could, and then $X$ would not exist. A condition is needed. Let $\lambda$ be the largest eigenvalue of the small-component block alone, $(w-T)b=\lambda\,t\,b$. I assume

$$E_{n+1}>\lambda .\tag{3}$$

Suppose $A_+u=0$ with $u\neq0$. The corresponding combination of upper states is $(0,b)$ with $b=B_+u$, and $b\ne0$ because eigenvectors are independent. As a combination of upper states, its mean energy is

$$\frac{\sum_i|u_i|^2E_{n+i}}{\sum_i|u_i|^2}\ge E_{n+1}.$$

Computed from (1), the same mean energy is $b^\dagger(w-T)b/(b^\dagger tb)\le\lambda$. This contradicts (3), so $A_+$ is invertible.

**Q.** When does (3) hold physically?

**A.** Because $T=2mc^2\,t$, the small-block quotient equals

$$\frac{b^\dagger(w-T)b}{b^\dagger tb}=\langle V\rangle_{\text{small}}-2mc^2,$$

where the average is over the small-component function. For an attractive potential, $V\le0$, this gives $\lambda\le-2mc^2$. It is then enough that the lowest electronic level lies above $-2mc^2$. If the attraction pulls that level down to $-2mc^2$, this guarantee is lost.

Condition (3) also separates the two sets. The states $E_n,\dots,E_{2n}$ span $n+1$ dimensions, and the vectors $(0,b)$ span $n$. In a space of $2n$ dimensions these two subspaces share a nonzero vector. Its mean energy is at least $E_n$ and at most $\lambda$. So $E_n\le\lambda<E_{n+1}$.

**Q.** For $B_-$ I suppose you repeat the argument with the large block.

**A.** That may fail. If $B_-v=0$, the vector $(a,0)$ with $a=A_-v$ has mean energy $a^\dagger Va/(a^\dagger Sa)$. To contradict its membership in the lower set, this would have to exceed $E_n$. But a function concentrated near a nucleus can have an enormous negative $\langle V\rangle$, and then there is no contradiction. Orthogonality settles the matter instead.

**Q.** Then derive the orthogonality, including the metric.

**A.** Let $c_i$ and $c_j$ be full eigenvectors. Multiply $Hc_i=E_iMc_i$ by $c_j^\dagger$. Since $H$ and $M$ are Hermitian and $E_j$ is real, $c_j^\dagger H=E_jc_j^\dagger M$. Therefore

$$E_j\,c_j^\dagger Mc_i=c_j^\dagger Hc_i=E_i\,c_j^\dagger Mc_i,\qquad (E_i-E_j)\,c_j^\dagger Mc_i=0 .$$

Every upper energy differs from every lower one, so with $M=\mathrm{diag}(S,t)$

$$A_+^\dagger SA_-+B_+^\dagger tB_-=0 .\tag{4}$$

Now let $B_-v=0$. Equation (4) applied to $v$ leaves $A_+^\dagger SA_-v=0$. Both $A_+^\dagger$ and $S$ are invertible, so $A_-v=0$. The whole vector vanishes, and independence of the eigenvectors gives $v=0$. Hence $B_-$ is invertible, without any further condition on $V$.

**Q.** So now both couplings exist. What does (4) say about them?

**A.** Insert (2), using $B_+^\dagger=A_+^\dagger X^\dagger$:

$$A_+^\dagger S\tilde XB_-+A_+^\dagger X^\dagger tB_-=A_+^\dagger\left(S\tilde X+X^\dagger t\right)B_-=0 .$$

Multiply by $(A_+^\dagger)^{-1}$ on the left and by $B_-^{-1}$ on the right:

$$S\tilde X+X^\dagger\frac{T}{2mc^2}=0 .\tag{5}$$

In atomic units $m=1$, and the second term is $X^\dagger T/(2c^2)$.

**Q.** I would have guessed $\tilde X=-X^\dagger$. Where did the symmetry go?

**A.** It is there once both components are referred to orthonormal functions. Define $Y=t^{1/2}XS^{-1/2}$ and $\tilde Y=S^{1/2}\tilde Xt^{-1/2}$. Multiply (5) by $S^{-1/2}$ on the left and $t^{-1/2}$ on the right:

$$S^{1/2}\tilde Xt^{-1/2}=-S^{-1/2}X^\dagger t^{1/2},\qquad\text{that is}\qquad\tilde Y=-Y^\dagger .$$

The factors $S$ and $t$ in (5) are the price of using the original functions.

**Q.** How do I get $X$ itself?

**A.** Take the adjoint of (5). Because $S$ and $t$ are Hermitian, $\tilde X^\dagger S+tX=0$. With $\tilde X=A_-B_-^{-1}$ this becomes

$$X=-t^{-1}\tilde X^\dagger S=-2mc^2\,T^{-1}(B_-^\dagger)^{-1}A_-^\dagger S .\tag{6}$$

No upper eigenvector appears. This answers your first question: the electronic space is the $M$-orthogonal complement of the negative-energy space, so knowing one fixes the other.

**Q.** But eigenvectors have arbitrary phases and normalizations. Degenerate ones can even be mixed. Does $X$ inherit that arbitrariness?

**A.** No. Replace $A_-$ by $A_-C$ and $B_-$ by $B_-C$ with any invertible $C$. Then

$$\tilde X\to A_-C(B_-C)^{-1}=A_-CC^{-1}B_-^{-1}=\tilde X .$$

All $n$ lower vectors are needed, however, since otherwise $B_-$ is not square.

**Q.** Equation (6) came from orthogonality alone. Does this $X$ really satisfy the Dirac equation for electrons?

**A.** It is the same matrix as $B_+A_+^{-1}$, so it must. Let $E_+$ be the diagonal matrix of upper energies. The two rows of (1), multiplied on the right by $A_+^{-1}$, are

$$V+TX=S\Omega,\qquad T+(w-T)X=tX\Omega,\qquad\Omega=A_+E_+A_+^{-1}.$$

The first gives $\Omega=S^{-1}(V+TX)$, and the second becomes

$$T+(w-T)X=tX\,S^{-1}(V+TX).\tag{7}$$

This contains neither energies nor eigenvectors, so it is a check that the $X$ of (6) must pass. It does not single out the electronic coupling. The same steps hold for $BA^{-1}$ built from any $n$ eigenvectors whose large-component block is invertible, so (7), being quadratic, has other solutions. One of them is $\tilde X^{-1}$, from the lower set, whenever $A_-$ is invertible. That (6) is the electronic solution follows from the orthogonality argument, not from (7).

**Q.** What happens in the nonrelativistic limit?

**A.** Keep the basis and an attractive potential fixed and let $c$ grow. First I need the upper energies to stay bounded. From above, use $w\le0$ and

$$a^\dagger Tb+b^\dagger Ta-b^\dagger Tb=a^\dagger Ta-(a-b)^\dagger T(a-b)\le a^\dagger Ta .$$

The numerator of any mean energy is thus at most $a^\dagger(V+T)a$, while the denominator is at least $a^\dagger Sa$. No energy exceeds the larger of zero and the highest eigenvalue of $V+T$ with metric $S$.

From below, consider the $n$-dimensional space of vectors $(a,a)$. It shares a nonzero vector with the span of the $n+1$ lowest states, so $E_{n+1}$ is at least the minimum over $a$ of

$$\frac{a^\dagger(V+T+w)a}{a^\dagger(S+t)a},$$

which tends to a finite limit.

For an upper state, the second row of (1) reads $(T-w+Et)B=TA$. Both $w$ and $t$ are of order $c^{-2}$ and $E$ is bounded. Orthonormality, $A_+^\dagger SA_++B_+^\dagger tB_+=1$, keeps $A_+$ bounded, so $B_+=A_++O(c^{-2})$. Then $B_+^\dagger tB_+=O(c^{-2})$ and $A_+^\dagger SA_+\to1$, so $A_+^{-1}$ is bounded as well. Condition (3) holds for large $c$, since $E_{n+1}$ is bounded while $\lambda\le-2mc^2$. Hence $X-1=(B_+-A_+)A_+^{-1}=O(c^{-2})$. Equation (5) then gives

$$\tilde X=-S^{-1}X^\dagger t\simeq-\frac{S^{-1}T}{2mc^2}.$$

One coupling tends to unity and the other to zero. In the numerical check, with the two functions used below, the norm of $X-1$ falls from $5.45\times10^{-4}$ at thirty times the physical $c$ to $5.46\times10^{-6}$ at three hundred times, as a $c^{-2}$ law requires. The law sets in only once $2mc^2$ far exceeds the largest kinetic energy the basis can carry: with the much tighter ten-function basis used at the end, the norm is still $0.57$ at thirty times $c$, then $0.016$ at three hundred and $0.0015$ at a thousand times.

**Q.** I want to see numbers, in a case where $X$ is not close to unity.

**A.** Take one electron in the field of a point tungsten nucleus, $Z=74$, without electron repulsion. The $s_{1/2}$ states can be expanded in normalized Gaussians $\chi_k=N_ke^{-\zeta_kr^2}$, $N_k=(2\zeta_k/\pi)^{3/4}$, with one fixed spin. The gradients of two such functions are both radial, so the spin-dependent part of $W$, proportional to $\nabla\chi_k\times\nabla\chi_l$, vanishes. What remains is $W_{kl}=\hbar^2\int\nabla\chi_k\cdot V\nabla\chi_l\,d^3r$.

Let $q=\zeta_k+\zeta_l$ and $\kappa=Ze^2/(4\pi\varepsilon_0)$, so $V=-\kappa/r$. The integrals of $e^{-qr^2}$ times $1$, $r^2$, $1/r$ and $r$ over all space are $(\pi/q)^{3/2}$, $\tfrac{3}{2q}(\pi/q)^{3/2}$, $2\pi/q$ and $2\pi/q^2$. With $\nabla\chi_k\cdot\nabla\chi_l=4\zeta_k\zeta_lr^2\chi_k\chi_l$ they give

$$S_{kl}=N_kN_l\Big(\frac{\pi}{q}\Big)^{3/2},\qquad T_{kl}=\frac{\hbar^2}{2m}\frac{6\zeta_k\zeta_l}{q}S_{kl},$$

$$V_{kl}=-\kappa N_kN_l\frac{2\pi}{q},\qquad w_{kl}=-\frac{\kappa}{2mc^2}\frac{\hbar^2}{2m}N_kN_l\frac{8\pi\zeta_k\zeta_l}{q^2}.$$

For exponents $0.5$ and $4\ \mathrm{pm^{-2}}$, with $\hbar^2/2m=38.0998\ \mathrm{keV\,pm^2}$, the first kinetic element is $T_{11}=3(38.0998)(0.5)=57.150$ keV. Dividing by $2mc^2=1021.998$ keV gives $t_{11}=0.05592$. The two metric blocks are

$$S=\begin{pmatrix}1&0.498309\\0.498309&1\end{pmatrix},\qquad t=\begin{pmatrix}0.055920&0.049538\\0.049538&0.447357\end{pmatrix}.$$

The four energies are $-1677.8$, $-1151.2$, $-76.5$ and $114.5$ keV, and $\lambda=-1096.3$ keV. Condition (3) holds, since $-76.5>-1096.3$. The two lower eigenvectors, one per column, are

$$A_-=\begin{pmatrix}-0.232468&-0.232355\\0.563994&0.017932\end{pmatrix},\quad B_-=\begin{pmatrix}0.534083&4.300651\\-1.348885&-0.281093\end{pmatrix}.$$

**Q.** Go through the inversion.

**A.** The determinant of $B_-$ is $(0.534083)(-0.281093)+(4.300651)(1.348885)=5.65096$. Hence

$$\tilde X=\frac{A_-}{5.65096}\begin{pmatrix}-0.281093&-4.300651\\1.348885&0.534083\end{pmatrix}=\begin{pmatrix}-0.043900&0.154959\\-0.023774&-0.427532\end{pmatrix}.$$

For example, the first element is $(0.065345-0.313420)/5.65096=-0.043900$. Next,

$$S\tilde X=\begin{pmatrix}-0.055747&-0.058084\\-0.045650&-0.350315\end{pmatrix},$$

whose first element is $-0.043900+0.498309(-0.023774)=-0.055747$.

All matrices here are real, so (6) reads $X=-t^{-1}(S\tilde X)^{T}$, where the superscript denotes the transpose. With $\det t=0.022562$,

$$X=\frac{1}{0.022562}\begin{pmatrix}0.447357&-0.049538\\-0.049538&0.055920\end{pmatrix}\begin{pmatrix}0.055747&0.045650\\0.058084&0.350315\end{pmatrix}=\begin{pmatrix}0.978&0.136\\0.022&0.768\end{pmatrix}.$$

The upper eigenvectors, used separately through $B_+A_+^{-1}$, give the same $X$: to six decimals both routes yield the rows $(0.977806,\ 0.135973)$ and $(0.021560,\ 0.768019)$. With that $X$, the product $X^\dagger t$ is the negative of $S\tilde X$ above, element by element. The diagonal element for the tighter function, $0.768$, is well below its nonrelativistic value of one. And $\tilde X$ is plainly not $-X^\dagger$: their first elements are $-0.044$ and $-0.978$.

**Q.** With real matrices you cannot distinguish an adjoint from a transpose.

**A.** True. The numerical check therefore includes a random complex Hermitian problem of the form (1). Relative to the norm of $S\tilde X$, the residual of (5) is about $3\times10^{-15}$ with $X^\dagger$, and $0.08$ with the transpose of $X$ in its place.

**Q.** Suppose I have $X$. Where is the Hamiltonian for electrons alone?

**A.** Set $B_+=XA_+$ in (1), multiply the second row by $X^\dagger$ and add it to the first:

$$LA_+=\tilde SA_+E_+,\quad L=V+TX+X^\dagger T+X^\dagger(w-T)X,\quad\tilde S=S+X^\dagger tX .\tag{8}$$

The metric $\tilde S$ includes the norm carried by the small component. To return to the ordinary overlap $S$, define

$$K=S^{-1/2}\tilde SS^{-1/2},\qquad R=S^{-1/2}K^{-1/2}S^{1/2}.$$

$K$ is positive definite because $\tilde S$ is. Since $\tilde S=S^{1/2}KS^{1/2}$,

$$R^\dagger\tilde SR=S^{1/2}K^{-1/2}S^{-1/2}\left(S^{1/2}KS^{1/2}\right)S^{-1/2}K^{-1/2}S^{1/2}=S^{1/2}K^{-1/2}KK^{-1/2}S^{1/2}=S .$$

Put $A_+=RC_+$ in (8) and multiply by $R^\dagger$:

$$hC_+=SC_+E_+,\qquad h=R^\dagger LR .\tag{9}$$

This is the X2C one-electron Hamiltonian. It has half the dimension of (1) and reproduces its $n$ upper energies. In the two-function example

$$h=\begin{pmatrix}-63.18&-73.70\\-73.70&18.24\end{pmatrix}\ \mathrm{keV},$$

and its eigenvalues with metric $S$ are $-76.5$ and $114.5$ keV, the upper pair found before.

**Q.** "Exact" is then a strong word. What is the true $1s$ energy?

**A.** The decoupling is exact for the matrix equation (1), and the basis error remains. The point-nucleus value follows from the radial equations for $s_{1/2}$. With $\varepsilon=E+mc^2$ and radial functions $g,f$ (each multiplied by $r$), they are

$$\hbar c\Big(g'-\frac gr\Big)=\Big(\varepsilon+mc^2+\frac\kappa r\Big)f,\qquad\hbar c\Big(f'+\frac fr\Big)=-\Big(\varepsilon-mc^2+\frac\kappa r\Big)g .$$

Try $g=r^\gamma e^{-\beta r}$ and $f=-\eta g$, and write $\kappa=Z\alpha\hbar c$, with $\alpha$ the fine-structure constant. The $1/r$ terms give $\gamma-1=-Z\alpha\,\eta$ and $\eta(\gamma+1)=Z\alpha$, so $\gamma=\sqrt{1-(Z\alpha)^2}$ and $\eta^2=(1-\gamma)/(1+\gamma)$. The constant terms give $\hbar c\beta=\eta(\varepsilon+mc^2)$ and $\eta\hbar c\beta=mc^2-\varepsilon$. Eliminating $\beta$,

$$\varepsilon=mc^2\,\frac{1-\eta^2}{1+\eta^2}=\gamma mc^2,\qquad E_{1s}=mc^2\left(\sqrt{1-(Z\alpha)^2}-1\right)=-80.91\ \mathrm{keV}.$$

Two Gaussians miss this by $4.4$ keV. Ten exponents, $0.2\times3^k\ \mathrm{pm^{-2}}$ with $k=0,\dots,9$, give $-80.90$ keV, or $-1.296\times10^{-14}$ J. The remaining difference is $0.012$ keV, about $0.015\%$ of the point-nucleus energy. It depends on the exponents chosen: starting the same ten-term series at $0.3$ instead of $0.2\ \mathrm{pm^{-2}}$ gives $0.081$ keV, while thirty exponents $0.05\times2^k\ \mathrm{pm^{-2}}$ reproduce $-80.910$ keV. The point-nucleus value is itself not the energy of a real tungsten ion: the finite size of the nucleus (rms radius about $5.4$ fm) raises the level by about $0.03$ keV, more than this basis error, and radiative corrections are also left out.

**Q.** And does the larger basis expose the trouble you mentioned with tight functions?

**A.** Yes. Its tightest function has $\langle V\rangle=-10669$ keV, whereas the highest lower-set energy is $-1080.3$ keV. A vector with only this large component has a mean energy far below that level, so the mean-energy argument cannot exclude it from the lower set. The orthogonality argument can, because (3) still holds: $E_{11}=-80.9$ keV lies above $\lambda=-1059.7$ keV. In this basis the two routes to $X$ agree to about $6.5\times10^{-15}$ relative to the norm of $X$.

## Computed values

```
nuclear charge number Z: 74
2 m c^2: 1021.9979 keV
hbar^2/(2m): 38.09982 keV pm^2
Z e^2/(4 pi eps0): 106.5574 keV pm
TWO FUNCTIONS, exponents (pm^-2): [0.5, 4.0]
S (dimensionless): [1.000000, 0.498309] [0.498309, 1.000000]
T (keV): [57.149732, 50.627955] [50.627955, 457.197853]
V (keV): [-120.237124, -127.099416] [-127.099416, -340.081942]
w = W/(4 m^2 c^2) (keV): [-4.482409, -8.423527] [-8.423527, -101.425345]
t = T/(2 m c^2) (dimensionless): [0.055920, 0.049538] [0.049538, 0.447357]
energies (keV): -1677.8313, -1151.2348, -76.5249, 114.4603
largest small-block eigenvalue: -1096.2527 keV
A_minus, columns = states (dimensionless): [-0.232468, -0.232355] [0.563994, 0.017932]
B_minus, columns = states (dimensionless): [0.534083, 4.300651] [-1.348885, -0.281093]
X tilde (dimensionless): [-0.043900, 0.154959] [-0.023774, -0.427532]
S X tilde (dimensionless): [-0.055747, -0.058084] [-0.045650, -0.350315]
X^dagger t, X from upper states (dimensionless): [0.055747, 0.058084] [0.045650, 0.350315]
X from lower states (dimensionless): [0.977806, 0.135973] [0.021560, 0.768019]
X from upper states (dimensionless): [0.977806, 0.135973] [0.021560, 0.768019]
X2C Hamiltonian h (keV): [-63.176966, -73.699204] [-73.699204, 18.242634]
X2C energies (keV): -76.5249, 114.4603
TEN FUNCTIONS, exponents 0.2*3^k pm^-2, k = 0..9
largest exponent: 3936.6 pm^-2
<V> of tightest function: -10668.8 keV
largest small-block eigenvalue: -1059.7218 keV
highest lower-set energy: -1080.3062 keV
lowest upper-set energy (1s): -80.8982 keV
1s energy from X2C: -80.8982 keV = -1.29613e-14 J
exact point-nucleus 1s energy: -80.9104 keV
1s basis-set error: 0.0121 keV
relative residual of the relation: 6.7e-16
relative difference of the two X: 6.5e-15
OTHER TESTS
complex case, residual with adjoint: 3.2e-15
complex case, residual with transpose: 0.080
norm of X-1 at 30 c: 5.4526e-04
norm of X-1 at 300 c: 5.4584e-06
relative error of X tilde limit at 300 c: 5.3e-06
```
